# Leading quantum correction to the thermal conductance of a harmonic interface

## The question

A metal film on an electrically insulating crystal loses heat through lattice vibrations that cross the interface. Classical mechanics gives every vibration the heat capacity $k_B$, whatever its frequency. Quantum mechanics gives less, because a mode with $\hbar\omega$ comparable to $k_BT$ is partly frozen. For harmonic forces, a classical calculation therefore overestimates the conductance between two thermal reservoirs. The size of the error depends on which vibrations carry the heat.

SI units are used, $\omega$ is an angular frequency, and conductance is per area.

## Assumptions and theorem

Two half-crystals with harmonic forces are joined by harmonic springs. The waves arriving from the left are thermal at $T+\delta/2$, those from the right at $T-\delta/2$. The conductance is $G=\lim_{\delta\to0}J/\delta$, with $J$ the heat flux. The force constants do not depend on temperature.

Let $\Xi(\omega)\ge0$ be the transmission probability summed over all incident channels, divided by the area. It is integrable, is not zero everywhere, and vanishes above a finite $\omega_{\max}$, since a lattice has a highest frequency. Define

$$\langle\omega^n\rangle=\frac{\int_0^\infty\omega^n\,\Xi\,d\omega}{\int_0^\infty\Xi\,d\omega},\qquad G_{cl}=\frac{k_B}{2\pi}\int_0^\infty\Xi\,d\omega .$$

**Theorem.** $G(T)$ increases with $T$, stays below $G_{cl}$ and tends to it as $T\to\infty$. For every $T>0$,

$$\frac{G}{G_{cl}}=1-\frac{\hbar^2\langle\omega^2\rangle}{12k_B^2T^2}+R,\qquad 0<R<\frac{\hbar^4\langle\omega^4\rangle}{240k_B^4T^4}.$$

## Lemma 1: the conductance as an average

*With $x=\hbar\omega/k_BT$,*

$$\frac{G}{G_{cl}}=\langle f(x)\rangle,\qquad f(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

**Proof.** In one incident channel with wavenumber $\kappa$ there are $d\kappa/2\pi$ modes per unit length. Each carries energy $\hbar\omega n$ at speed $d\omega/d\kappa$, where $n=1/(e^x-1)$. The incident power is

$$\int\frac{d\kappa}{2\pi}\frac{d\omega}{d\kappa}\hbar\omega n=\int\frac{d\omega}{2\pi}\hbar\omega n .$$

The velocity has cancelled. Multiplying by the transmission and summing over channels gives the flux from the left.

The flux from the right contains the same $\Xi$. To see this, collect the flux-normalized amplitudes at one frequency in a scattering matrix $S$, with reflection block $r$ on the left and transmission blocks $t$ (left to right) and $t'$ (right to left). Energy conservation makes $S$ unitary. With $N_L$ open channels on the left, $S^\dagger S=1$ gives $\mathrm{Tr}\,t^\dagger t=N_L-\mathrm{Tr}\,r^\dagger r$, and $SS^\dagger=1$ gives $\mathrm{Tr}\,t't'^\dagger=N_L-\mathrm{Tr}\,rr^\dagger$. The right-hand sides agree, so

$$J=\frac1{2\pi}\int_0^\infty\hbar\omega\,\Xi\,[n(T+\delta/2)-n(T-\delta/2)]\,d\omega .$$

Replacing $n$ by $n+\tfrac12$ changes nothing: zero-point terms cancel. Since $dx/dT=-x/T$,

$$\hbar\omega\frac{\partial n}{\partial T}=\hbar\omega\,\frac{e^x}{(e^x-1)^2}\frac xT=k_B\frac{x^2e^x}{(e^x-1)^2}.$$

Inserting $e^x-1=2e^{x/2}\sinh(x/2)$ turns the last expression into $k_Bf(x)$. Hence $G=(k_B/2\pi)\int\Xi f\,d\omega$, and division by $G_{cl}$ completes the proof.

## Lemma 2: bounds on the kernel

*For every $x>0$, $f$ decreases with $x$, $f<1$, and*

$$1-\frac{x^2}{12}<f(x)<1-\frac{x^2}{12}+\frac{x^4}{240}.$$

**Proof.** Put $y=x/2$. The series $\sinh y/y=1+y^2/6+\dots$ has positive coefficients, so it exceeds 1 and increases. Its inverse square is $f$, which proves the first two claims.

For the bounds, write

$$\sinh^2y=\frac{\cosh2y-1}{2}=\sum_{k\ge1}c_ky^{2k},\qquad c_k=\frac{2^{2k-1}}{(2k)!},$$

$$\frac{c_k}{c_{k-1}}=\frac{4}{2k(2k-1)},\qquad c_1=1,\quad c_2=\frac13,\quad c_3=\frac2{45}.$$

*Lower bound.* In $(1-y^2/3)\sinh^2y$ the coefficient of $y^2$ is 1. For $k\ge2$ the coefficient of $y^{2k}$ is

$$c_k-\frac{c_{k-1}}3=c_{k-1}\left[\frac{4}{2k(2k-1)}-\frac13\right].$$

It is zero for $k=2$. For $k\ge3$ the fraction is at most $4/30$, so the coefficient is negative. Thus $(1-y^2/3)\sinh^2y<y^2$.

*Upper bound.* In $(1-y^2/3+y^4/15)\sinh^2y$ the coefficients of $y^2$ and $y^4$ are 1 and $c_2-c_1/3=0$. That of $y^6$ is

$$c_3-\frac{c_2}3+\frac{c_1}{15}=\frac{2-5+3}{45}=0 .$$

For $k\ge4$ the coefficient is

$$c_k+\frac{c_{k-2}}3\left[\frac15-\frac{c_{k-1}}{c_{k-2}}\right].$$

Here $c_{k-1}/c_{k-2}=4/[(2k-2)(2k-3)]\le4/30<1/5$, so it is positive. The product exceeds $y^2$.

Dividing both inequalities by $\sinh^2y$ brackets $f=y^2/\sinh^2y$. Finally $y^2/3=x^2/12$ and $y^4/15=x^4/240$.

## Proof of the theorem

Raising $T$ lowers $x$ at each $\omega>0$, which raises $f$; hence $G$ increases. Because $f<1$, $G<G_{cl}$. As $T\to\infty$, $x\to0$ uniformly on the finite band and $f\to1$, so $G\to G_{cl}$. Averaging the bounds of Lemma 2 over $\Xi$, with $\langle x^n\rangle=\hbar^n\langle\omega^n\rangle/(k_BT)^n$, gives the stated expansion and its remainder.

**Remark 1: the sign.** The mean energy of an oscillator, zero-point part included, is

$$\frac{\hbar\omega}{2}\coth\frac{x}{2}=k_BT+\frac{\hbar^2\omega^2}{12k_BT}+\dots$$

It lies above the classical energy, but the excess shrinks on heating. Its temperature derivative is $k_B(1-x^2/12+\dots)$, below $k_B$. Conductance responds to this derivative.

**Remark 2: convergence.** The zeros of $\sinh(x/2)$ nearest the origin, apart from the removable one at $x=0$, are $x=\pm2\pi i$. The full power series for $G$ therefore converges if $\hbar\omega_{\max}<2\pi k_BT$. The two-sided bound needs no such condition, although it is loose when $x$ is large.

**Remark 3: the cold limit.** Suppose $\Xi\simeq C\omega^2$ at low frequency, as for long elastic waves whose number of lateral channels grows as $\omega^2$. When $k_BT$ is far below the band scale,

$$G\simeq\frac{k_BC}{2\pi}\left(\frac{k_BT}{\hbar}\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx .$$

Integration by parts turns the integral into $4\int_0^\infty x^3/(e^x-1)\,dx=4\pi^4/15$. Thus

$$G\simeq\frac{2\pi^3}{15}\frac{Ck_B^4T^3}{\hbar^3}.$$

If a continuum model keeps $\Xi=C\omega^2$ at all frequencies, this law holds at all temperatures and there is no classical limit. The classical integral for $G_{cl}$ then diverges; in a lattice the finite band prevents this.

**Remark 4: another definition of conductance.** Sometimes half of each lead's ballistic resistance is subtracted:

$$\frac1{G_{int}}=\frac1G-\frac1{2G_L}-\frac1{2G_R},$$

where $G_L,G_R$ belong to uninterrupted crystals. Let $M,M_L,M_R$ be the three transmission averages of $\omega^2$. Expanding each inverse conductance as $G_i^{-1}=G_{i,cl}^{-1}(1+\hbar^2M_i/12k_B^2T^2)$ gives

$$\frac{G_{int}}{G_{int,cl}}\simeq1-\frac{\hbar^2G_{int,cl}}{12k_B^2T^2}\left[\frac M{G_{cl}}-\frac{M_L}{2G_{L,cl}}-\frac{M_R}{2G_{R,cl}}\right].$$

The coefficient has changed, and the theorem does not fix its sign.

## A lattice interface

Take two simple-cubic crystals with equal spacing $a$, atomic masses $m_L,m_R$, nearest-neighbour springs $K_L,K_R$, and one spring $K_I$ per atom across the interface. Three independent polarizations obey the same scalar equation.

For lateral phase advances $k_x,k_y$ per atom, the lateral springs act as an on-site spring $s=K\rho^2$, with $\rho^2=4-2\cos k_x-2\cos k_y$. Each lateral wavevector is then a separate chain with

$$m\omega^2=s+2K(1-\cos q).$$

Let $p$ be the corresponding phase on the right. With time factor $e^{-i\omega t}$ and $0<q,p<\pi$, take

$$u_n=e^{iqn}+re^{-iqn}\ (n\le0),\qquad u_n=te^{ip(n-1)}\ (n\ge1).$$

Here $r$ and $t$ are amplitudes. Compare the equation of each end atom with the bulk equation obeyed by its own wave when continued one site. The force through $K_I$ must equal the force the missing bulk spring would exert:

$$K_L[(e^{iq}-1)+r(e^{-iq}-1)]=K_I(t-1-r)=K_Rt(1-e^{-ip}).$$

Define $A=K_R(1-e^{-ip})$ and $B=K_L(1-e^{-iq})$. The second equality gives $1+r=t(1-A/K_I)$. Substituting $r$ in the first member gives

$$2iK_L\sin q-Bt(1-A/K_I)=At,$$

$$t=\frac{2iK_L\sin q}{A+B-AB/K_I}.$$

The mean power of a wave of amplitude $u$ is force times velocity, $\tfrac12K\omega|u|^2\sin q$. The transmitted fraction is therefore

$$\mathcal T=|t|^2\frac{K_R\sin p}{K_L\sin q}=\frac{4K_LK_R\sin q\sin p}{|A+B-AB/K_I|^2},$$

when $q$ and $p$ are both real. Otherwise $\mathcal T=0$, because an evanescent wave alone carries no mean power. Over the square $-\pi<k_x,k_y<\pi$,

$$\Xi(\omega)=\frac{3}{a^2}\int\frac{dk_x\,dk_y}{(2\pi)^2}\,\mathcal T .$$

**A test by time evolution.** This test uses neither the flux formula nor $\mathcal T$. In units $\hbar=k_B=1$, the chain has left mass, spring and on-site spring $(1,1,0.3)$, right values $(2,1,0.2)$ and joint spring 0.7, with 250 atoms per side. The left half starts thermal and the halves are joined at time zero. Exact normal modes give the energy entering the right half between times 100 and 500, per unit rise of the left temperature.

The classical rate is 0.10667, against 0.10666 from $\int\mathcal T\,d\omega/2\pi$. At $T=5$ the quantum deficit is 0.00332; the transmission average predicts 0.00333. Averaging $\omega^2$ over all left modes would predict 0.00764. That average counts modes that cannot cross.

## Example: gold on a stiff oxide

The gold side has $m_L=197$ u and $K_L=24$ N/m, which put its band edge at 4.72 THz, roughly that of gold. The oxide side is a model with $m_R=20$ u and $K_R=50$ N/m. The spacing is $a=0.26$ nm and $K_I=15$ N/m. Frequencies in THz are $\omega/2\pi$.

The result is $G_{cl}=3.89$ MW/(m² K), or $3.89\times10^6$ W/(m² K). Refining the mesh moves it by about 0.0002 %. The root-mean-square transmitted frequency is 1.97 THz, equivalent to $\hbar\omega_{rms}/k_B=94.7$ K. At 300 K the leading deficit is

$$\frac1{12}\left(\frac{94.7}{300}\right)^2=0.0083 .$$

| $T$ (K) | $G$ (MW/(m² K)) | deficit (%) | leading term (%) |
|---|---|---|---|
| 30 | 1.94 | 50.1 | 83.0 |
| 77 | 3.44 | 11.5 | 12.6 |
| 150 | 3.76 | 3.24 | 3.32 |
| 300 | 3.86 | 0.825 | 0.830 |

The deficit is relative to $G_{cl}$ and reaches 1 % at 272 K and 10 % at 83 K. At 30 K the series converges, since its limit is 21.4 K, but its first term is a poor estimate.

**Which modes cross.** A channel is open if the bottom of the oxide band lies below the top of the gold band:

$$\frac{K_R}{m_R}\rho^2<\frac{K_L}{m_L}(\rho^2+4).$$

With $K_L/m_L=0.122$ and $K_R/m_R=2.5$ (N/m)/u, this means $\rho^2<0.205$. For small phases $\rho^2\simeq k_x^2+k_y^2$, so the open disc fills about $0.205\pi/(2\pi)^2=1.6$ % of the lateral zone. Transmission ends at 2.80 THz, well below gold's band edge. The rms frequency of all gold modes is 3.34 THz; using it would multiply the correction by $(3.34/1.97)^2\simeq2.9$.

**Beside real interfaces.** Measured conductances of gold on stiff oxides are roughly several tens of MW/(m² K), so the model value is low by about a factor of ten. It assumes a flat, lattice-matched interface that conserves lateral wavevector, and gives all oxide polarizations the same stiffness. Roughness breaks the first assumption and can open closed channels. For elastic scattering, unitarity of $S$ means that $\Xi$ cannot exceed the number of open channels per area on either side. The stiff, light oxide is the bottleneck: between 1 and 3 THz it has only 3 to 5 % as many channels as the gold. If the smaller of the two numbers were fully transmitted at every frequency, $G_{cl}$ would be 44 MW/(m² K) and the deficit at 300 K would be 2.7 %. The first figure is a ceiling for these model crystals, not an estimate. Inelastic scattering lies outside the harmonic model and is not sized here.

**Softening.** Rough values for gold, a Grüneisen number of 3 and a volume expansion of $4.3\times10^{-5}$ K$^{-1}$, give a frequency reduction of $3\times4.3\times10^{-5}\times300=3.9$ % over 300 K. Reducing $K_L$ accordingly, with $K_R$ and $K_I$ held fixed, lowers $G_{cl}$ by 7.5 %. Spread evenly over the 300 K, this is a fall of 0.025 % per kelvin. Near 300 K the quantum correction raises $G$ by only about $2\times0.83/300=0.0055$ % per kelvin. A measured temperature dependence near room temperature could therefore not be assigned to the quantum correction alone.

**Electrons in the gold.** Electrons carry most heat in gold but are taken not to cross into the oxide, so heat must first pass to the phonons. Let $\kappa_p,\kappa_e$ be the phonon and electron conductivities, $\kappa$ their sum, and $g$ the coupling per volume. The difference $D=T_p-T_e$ obeys $D''=D/\ell^2$, with $\ell^2=\kappa_e\kappa_p/(g\kappa)$.

In a film much thicker than $\ell$, $D$ decays as $e^{-z/\ell}$ from the interface at $z=0$. For flux $Q$ entering the gold through phonons alone, $T_e'(0)=0$ and $\kappa_pT_p'(0)=-Q$, so $D(0)=Q\ell/\kappa_p$. The phonon temperature exceeds the conductivity-weighted mean by $\kappa_eD/\kappa$. The added resistance is

$$R_{ep}=\frac{\kappa_e\ell}{\kappa\kappa_p}=\frac{(\kappa_e/\kappa)^{3/2}}{\sqrt{g\kappa_p}}.$$

Rough values $g=2.5\times10^{16}$ W/(m³ K), $\kappa_p=2.5$ and $\kappa_e=300$ W/(m K) give $1/R_{ep}=253$ MW/(m² K). A finite-volume solution for a 100 nm film gives the same value. In series it lowers the model's 300 K conductance from 3.86 to 3.80 MW/(m² K). For an interface of 50 MW/(m² K) the reduction would be $1-1/(1+50/253)\simeq16.5$ %.

**Lead resistances.** Subtracting them as in Remark 4 changes the 300 K deficit from 0.825 % to 0.793 %. The change is small because the interface conducts far less than either lead. The classical value of the gold lead, an uninterrupted gold crystal, is 743 MW/(m² K). That of the oxide lead is larger by the factor $\sqrt{(K_R/m_R)/(K_L/m_L)}\simeq4.5$, since every frequency of an uninterrupted crystal scales as $\sqrt{K/m}$; its quantum reduction at 300 K still leaves it far above the interface value. Most of the change in the deficit comes from the oxide lead, whose higher frequencies give it the larger quantum reduction.

## Calculated quantities

```
TESTS (chain units, hbar = kB = 1)
largest transmission error vs Green functions: 9.7e-08
classical rate, time evolution: 0.10667
classical rate, Landauer: 0.10666
quantum deficit at T = 5, time evolution: 0.00332
quantum deficit, transmission average: 0.00333
quantum deficit, left density-of-states average: 0.00764
EXAMPLE INPUTS
lattice spacing: 0.26 nm
masses gold, oxide: 197, 20 u
springs gold, oxide, joint: 24, 50, 15 N/m
band edge of gold model: 4.72 THz
band edge of oxide model: 21.39 THz
EXAMPLE RESULTS
classical conductance G_cl: 3.89 MW/(m2 K)
rms frequency over transmission: 1.972 THz
fourth root of <w^4>, as frequency: 2.082 THz
rms frequency over gold bulk modes: 3.339 THz
upper edge of transmission spectrum: 2.795 THz
hbar*w_rms/kB: 94.66 K
series converges above: 21.4 K
mesh shift of G_cl: -0.0002 %
mesh shift of <w^2>: 0.0002 %
T (K) | G (MW/(m2 K)) | deficit % | leading % | two terms %
  30 | 1.941 | 50.1173 | 82.9617 | 31.6764
  77 | 3.443 | 11.5026 | 12.5933 | 11.4116
 150 | 3.764 | 3.2382 | 3.3185 | 3.2364
 300 | 3.858 | 0.8245 | 0.8296 | 0.8245
 600 | 3.882 | 0.2071 | 0.2074 | 0.2071
power of T in the remainder, 300 to 600 K: -3.994
temperature of 1 % deficit: 272.2 K
temperature of 10 % deficit: 83.1 K
NEGLECTED EFFECTS AT 300 K (rough inputs)
Grueneisen number: 3; volume expansion: 4.3e-05 1/K
gold frequency softening: 3.9 %
resulting change of G_cl: -7.53 %
electron-phonon coupling: 2.5e+16 W/(m3 K)
gold phonon, electron conductivity: 2.5, 300 W/(m K)
electron-phonon conductance, formula: 253.1 MW/(m2 K)
electron-phonon conductance, finite volume: 253.1 MW/(m2 K)
G in series with it: 3.80 MW/(m2 K)
ceiling, all gold phonons cross, classical: 742.8 MW/(m2 K)
mesh shift of ceiling: 0.0771 %
quantum deficit at the ceiling: 2.104 %
classical G, lead resistances subtracted: 3.90 MW/(m2 K)
its quantum deficit: 0.7934 %
```
